# The cubic susceptibility on either side of a continuous ferroelectric transition

## I. The two coefficients and their origin

Take a model ferroelectric with a continuous transition at 450 K. At 10 K above the transition its linear susceptibility is 0.0885 and its cubic susceptibility is $-4.30\times10^{-4}$. At 10 K below, in a single domain, the two are 0.0443 and $+2.15\times10^{-4}$. Fields are in kV/cm and polarizations in µC/cm², so the linear values are in (µC/cm²)/(kV/cm) and the cubic ones in (µC/cm²)/(kV/cm)³. Divide each cubic value by the fourth power of the linear value beside it, and by the one nonlinear constant of the model, which is the same at both temperatures. The results are $-1$ and $+8$. The sign has changed, and a whole number has appeared that is nowhere in the equation of state.

These susceptibilities were found numerically. The polarization was followed by Newton's method from zero field to points on a circle in the plane of complex field, and a Fourier transform around the circle gave its Taylor coefficients. The theorem below explains the two numbers.

### Assumptions and conventions

The polarization $P$ lies along one axis and is uniform. Its free-energy density in a field $E$ along that axis is

$$f(P)=\tfrac12aP^2+\tfrac14bP^4-EP,\qquad a=a'(T-T_c),\qquad a'>0,\quad b>0. \tag{1}$$

Equilibrium requires $\partial f/\partial P=0$, which is the equation of state

$$E=aP+bP^3. \tag{2}$$

This is mean-field theory: thermal fluctuations of $P$ are ignored until Part II. The field $E$ is the macroscopic field inside the material, and the response is static. The constants $a$, $b$ and all susceptibilities refer to the same thermal and mechanical conditions, for instance constant temperature and zero stress.

Let $P_0$ be the polarization of the chosen state at zero field. The susceptibilities are the coefficients in

$$P=P_0+\chi E+\chi_2E^2+\chi_3E^3+\dots \tag{3}$$

No factorial and no factor $\varepsilon_0$ is taken out. The linear susceptibility $\chi$ is the slope $dP/dE$ at $E=0$ in the phase under discussion, so the symbol stands for different functions of temperature above and below $T_c$.

"Single domain" means that $P$ stays on the branch that starts from one chosen $P_0$. A domain whose polarization opposes the field is then metastable, and it is assumed not to reverse.

### Theorem

*Under these assumptions,*

$$\chi_3=-b\chi^4\quad(T>T_c),\qquad\qquad \chi_3=+8b\chi^4\quad(T<T_c), \tag{4}$$

*and the second result is the same for both domain orientations.*

The temperature $T_c$ itself is excluded. There $a=0$ and $P=(E/b)^{1/3}$, which has no Taylor series at $E=0$.

### Lemma 1: the zero-field states

*Above $T_c$ the stable state has $P_0=0$. Below $T_c$ the stable states have $P_0^2=-a/b=|a|/b$.*

*Proof.* At $E=0$, equation (2) reads $P(a+bP^2)=0$. A solution is a minimum of $f$ if

$$\frac{\partial^2f}{\partial P^2}=a+3bP^2>0 .$$

For $a>0$ the bracket $a+bP^2$ cannot vanish, so $P=0$ is the one real solution, and its curvature is $a>0$. For $a<0$ the solution $P=0$ has curvature $a<0$ and is a maximum. The other solutions satisfy $bP_0^2=-a$, and their curvature is $a+3bP_0^2=-bP_0^2+3bP_0^2=2bP_0^2>0$. ∎

### Lemma 2: inversion to third order

*If $E=A_1p+A_2p^2+A_3p^3+\dots$ with $A_1\neq0$, then $p=\chi E+\chi_2E^2+\chi_3E^3+\dots$ with*

$$\chi=\frac1{A_1},\qquad \chi_2=-A_2\chi^3,\qquad \chi_3=2A_2^2\chi^5-A_3\chi^4. \tag{5}$$

*Proof.* Since $A_1\neq0$, the implicit function theorem gives a unique smooth $p(E)$ near $E=0$ with $p(0)=0$. Its powers are

$$p^2=\chi^2E^2+2\chi\chi_2E^3+O(E^4),\qquad p^3=\chi^3E^3+O(E^4).$$

Insert these in the series for $E$ and equate powers of $E$:

$$A_1\chi=1,$$
$$A_1\chi_2+A_2\chi^2=0,$$
$$A_1\chi_3+2A_2\chi\chi_2+A_3\chi^3=0 .$$

The first line gives $\chi=1/A_1$. The second, multiplied by $\chi$, gives $\chi_2=-A_2\chi^3$. The third, multiplied by $\chi$, gives

$$\chi_3=-2A_2\chi^2\chi_2-A_3\chi^4=-2A_2\chi^2(-A_2\chi^3)-A_3\chi^4,$$

which is the last of (5). ∎

Terms in $p^4$ and beyond first affect the response at order $E^4$. They play no part here.

### Proof of the theorem

Write $P=P_0+p$ in (2) and expand the cube:

$$E=\left(aP_0+bP_0^3\right)+\left(a+3bP_0^2\right)p+3bP_0\,p^2+b\,p^3. \tag{6}$$

The first bracket vanishes because $P_0$ solves the zero-field equation. Hence

$$A_1=a+3bP_0^2,\qquad A_2=3bP_0,\qquad A_3=b.$$

*Above $T_c$.* Here $P_0=0$, so $A_1=a$ and $A_2=0$. Lemma 2 gives $\chi=1/a$, $\chi_2=0$ and $\chi_3=-b\chi^4$.

*Below $T_c$.* Here $a=-bP_0^2$, so $A_1=2bP_0^2=2|a|$ and

$$\chi=\frac1{2|a|}=\frac1{2bP_0^2}. \tag{7}$$

The first term of $\chi_3$ in (5) is

$$2A_2^2\chi^5=2\,(9b^2P_0^2)\,\chi\,\chi^4=\frac{18b^2P_0^2}{2bP_0^2}\,\chi^4=9b\chi^4 .$$

The second term is $-b\chi^4$, as it was above $T_c$. Their sum is $8b\chi^4$. Reversing $P_0$ changes the sign of $A_2$, which enters $\chi_3$ as a square, so both domains have the same $\chi_3$. ∎

### Remark 1: what the nine means

The direct effect of the term $bP^3$ is the same in both phases. It stiffens the material against large displacements and contributes $-b\chi^4$. Below $T_c$ the restoring field also has a quadratic part, $3bP_0p^2$, because the well around $P_0$ is lopsided: it is steeper outward than toward $P=0$. This part acts twice. It first produces a displacement proportional to $E^2$, and that displacement then combines with the linear one in $2A_2\chi\chi_2$ to give a response in $E^3$. As $A_2$ occurs twice, the contribution is positive whichever way the well leans.

The number 9 does not depend on temperature because $A_2^2\propto P_0^2$, while the stiffness $A_1$ is also proportional to $P_0^2$. As $T_c$ is approached, $A_2^2$ and $A_1$ fall in the same proportion, so that $2A_2^2/A_1$ stays equal to $9b$.

### Remark 2: the sign seen in the slope

The same result follows from the differential susceptibility at any polarization,

$$s(P)=\frac{dP}{dE}=\frac1{a+3bP^2}.$$

Its derivative is $ds/dP=-6bPs^2$. A derivative with respect to field is $s$ times a derivative with respect to $P$, so $ds/dE=-6bPs^3$, and

$$\frac{d^2s}{dE^2}=s\left(-6bs^3-18bPs^2\frac{ds}{dP}\right)=-6bs^4+108b^2P^2s^5. \tag{8}$$

The cubic coefficient about a state is one sixth of $d^3P/dE^3=d^2s/dE^2$. With $1=s(a+3bP^2)$ this becomes

$$\frac16\frac{d^2s}{dE^2}=bs^5\left(18bP^2-a-3bP^2\right)=bs^5\left(15bP^2-a\right). \tag{9}$$

At $P=0$ above $T_c$, $s=1/a$ and (9) gives $-bs^4$: a field of either sign lowers the slope. At $P=P_0$ below $T_c$, (9) gives $16b^2P_0^2s^5$, which is $8bs^4$ by (7). There a field along $P_0$ lowers the slope, and an opposing field raises it by more. The average over the two field directions therefore rises, and this is what a positive $\chi_3$ means.

Equation (9) also shows why zero bias was assumed. If a steady field holds the material above $T_c$ at a polarization with $P^2>a/(15b)$, the cubic response about that biased state is positive. A positive sign alone does not prove that the material is below $T_c$.

### Remark 3: a second proof from the sum of the roots

Below $T_c$ and in a weak field, equation (2) has three real roots. Call them $P_+$ and $P_-$ for the two domains and $P_m$ for the unstable root near zero. The cubic $bP^3+aP-E$ has no $P^2$ term, so its roots add up to zero:

$$\tfrac12(P_++P_-)=-\tfrac12P_m. \tag{10}$$

Equation (2) is odd, so $P_-(E)=-P_+(-E)$. The left side of (10) is therefore the odd part of $P_+(E)$, namely $\chi E+\chi_3E^3+\chi_5E^5+\dots$

The root that vanishes with $E$ can be found by repeated substitution in $P=E/a-(b/a)P^3$, for either sign of $a$. The first two terms are $E/a-bE^3/a^4$. Their cube is $E^3/a^3-3bE^5/a^6$ to fifth order, so

$$P=\frac Ea-\frac{b}{a^4}E^3+\frac{3b^2}{a^7}E^5+\dots \tag{11}$$

Above $T_c$ this is the physical response. Below, put $a=-|a|$ to obtain $P_m$, and multiply by $-\tfrac12$:

$$\chi E+\chi_3E^3+\chi_5E^5+\dots=\frac{E}{2|a|}+\frac{b}{2|a|^4}E^3+\frac{3b^2}{2|a|^7}E^5+\dots \tag{12}$$

Since $|a|^{-4}=(2\chi)^4=16\chi^4$, the cubic coefficient is again $8b\chi^4$.

Compare the phases at equal distances from $T_c$, with $b$ and $a'$ fixed. By (11) and (12), $\chi_3$ below is $-\tfrac12$ times $\chi_3$ above. The larger coefficient 8 does not mean a larger response. The linear susceptibility is halved below $T_c$, its fourth power is smaller by 16, and $8/16=\tfrac12$.

### Remark 4: mixtures of domains

Let fractions $n_+$ and $n_-$ of the volume have polarizations $+P_0$ and $-P_0$, with fixed walls and the same internal field everywhere. The mean response has the quadratic coefficient $(n_+-n_-)\chi_2$, where $\chi_2$ belongs to the $+P_0$ domain. Its cubic coefficient is still $8b\chi^4$. An equal mixture thus hides the quadratic response and keeps the cubic one. This assumes that each domain keeps the stated thermal and mechanical conditions independently of its neighbours. In a field, opposite domains strain and heat in opposite senses, and walls couple them. If an equal mixture shares one strain at zero mean stress, the clamping model of Part II gives $\chi_3/\chi^4=8\beta+8h^2\beta/(kb)$, which is neither $8b$ nor $8\beta$; for $2h^2/k=0.3\beta$ it is $9.7\beta$, or $13.9b$. Moving walls add a response that the theorem does not contain.

### The example in numbers

The opening model has $T_c=450$ K, a Curie constant $C=10^4$ K and $b=7$ (kV/cm)/(µC/cm²)³, which is $7\times10^{11}$ V m⁵ C⁻³. The Curie constant is defined by $\chi=\varepsilon_0C/(T-T_c)$ above $T_c$, so $a'=1/(\varepsilon_0C)$. At 10 K from $T_c$,

$$|a|=\frac{10\ \text K}{\varepsilon_0C}=11.29\ \frac{\text{kV/cm}}{\text{µC/cm}^2},\qquad P_0=\sqrt{\frac{11.29}{7}}=1.27\ \text{µC/cm}^2 .$$

In the units of the opening, $\chi$ is $1/11.29=0.0885$ above and half of that, 0.0443, below. These are 1000 and 500 times $\varepsilon_0$. The cubic values follow from (4):

$$\chi_3^{\text{above}}=-7\,(0.08854)^4=-4.30\times10^{-4},$$
$$\chi_3^{\text{below}}=8\times7\,(0.04427)^4=+2.15\times10^{-4}.$$

In SI units they are $-4.30\times10^{-21}$ and $+2.15\times10^{-21}$ C m V⁻³. For the $+P_0$ domain the quadratic coefficient is

$$\chi_2=-3bP_0\chi^3=-3\times7\times1.270\,(0.04427)^3=-2.31\times10^{-3}\ \frac{\text{µC/cm}^2}{(\text{kV/cm})^2}.$$

At 1 kV/cm along $P_0$, the linear, quadratic and cubic terms are therefore 0.0443, $-0.0023$ and $+0.0002$ µC/cm².

## II. Range, measurement and neglected effects

Part I used $E=aP+bP^3$, with $a=a'(T-T_c)$ and $b>0$, and the expansion $P=P_0+\chi E+\chi_2E^2+\chi_3E^3+\dots$ about a single-domain state. It found $\chi=1/a$ and $\chi_3=-b\chi^4$ above $T_c$. Below, it found $P_0^2=|a|/b$, $\chi=1/(2|a|)$ and $\chi_3=8b\chi^4$. For a general expansion $E=A_1p+A_2p^2+A_3p^3+\dots$ in $p=P-P_0$, it found $\chi=1/A_1$ and

$$\frac{\chi_3}{\chi^4}=\frac{2A_2^2}{A_1}-A_3. \tag{13}$$

The example has $b=7$ (kV/cm)/(µC/cm²)³ and temperatures 10 K either side of $T_c=450$ K, where $|a|=11.29$ (kV/cm)/(µC/cm²) and $P_0=1.27$ µC/cm² below.

### Proposition 1: the range of the series

*In both phases the Taylor series of $P(E)$ has the radius of convergence*

$$E_c=\frac{2|a|^{3/2}}{3\sqrt{3b}}. \tag{14}$$

*Proof.* For complex $E$ the cubic has three roots, and each varies analytically while the roots are distinct. Two roots merge where $dE/dP=a+3bP^2=0$, that is, where $bP^2=-a/3$. There $E=P(a+bP^2)=\tfrac23aP$, so $|E|=\tfrac23|a|\sqrt{|a|/(3b)}=E_c$. No merger occurs for $|E|<E_c$, and the series converges there.

It remains to show that the chosen root reaches a merger. Below $T_c$, start at $+P_0$ and lower $E$ along the real axis. The polarization falls until $P=\sqrt{|a|/(3b)}$, where $E=-E_c$ and $dP/dE$ diverges. Above $T_c$, put $E=i\eta$ and $P=iy$, which gives $\eta=ay-by^3$. As $\eta$ rises from zero, $y$ rises until $a=3by^2$, where $\eta=E_c$ and the slope again diverges. ∎

Below $T_c$, $-E_c$ is the field at which a uniform $+P_0$ state loses stability. Above $T_c$ nothing happens at the real field $E_c$, although the series fails beyond it. In the example $E_c=5.5$ kV/cm. Since $E_c\propto|T-T_c|^{3/2}$, a fixed test field leaves the range of the series if $T_c$ is approached closely enough.

### Proposition 2: the third harmonic

*Let $E=E_0\cos\omega t$ with $E_0<E_c$, slow enough for the static relation to hold at each instant. The coefficient of $\cos3\omega t$ in $P$ is*

$$P_{3\omega}=\tfrac14\chi_3E_0^3\left[1\mp\frac59\left(\frac{E_0}{E_c}\right)^2+\dots\right], \tag{15}$$

*with the upper sign above $T_c$ and the lower sign below.*

*Proof.* Even powers of a cosine contain even harmonics alone. For the odd powers needed,

$$\cos^3x=\tfrac14(3\cos x+\cos3x),\qquad \cos^5x=\tfrac1{16}(10\cos x+5\cos3x+\cos5x).$$

Hence $P_{3\omega}=\tfrac14\chi_3E_0^3+\tfrac5{16}\chi_5E_0^5+\dots$, and the second term relative to the first is $\tfrac54(\chi_5/\chi_3)E_0^2$. From (11) and (12), $\chi_5/\chi_3=\mp3b/|a|^3$. Equation (14) gives $b/|a|^3=4/(27E_c^2)$. The relative correction is therefore $\mp\frac{15}4\cdot\frac4{27}(E_0/E_c)^2=\mp\frac59(E_0/E_c)^2$. ∎

For $E_0=1$ kV/cm, $E_0/E_c=0.181$ and the correction is 1.8 percent. The leading term is $-0.1076$ nC/cm² above $T_c$ and $+0.0538$ nC/cm² below. Following the root of the equation of state by Newton's method through a whole cycle, and taking the Fourier component, gives $-0.1056$ and $+0.0548$ nC/cm². The first is smaller in magnitude than its leading term and the second larger, as (15) requires.

### Proposition 3: heat and strain held fixed

*Let the field vary too fast for heat to leave the sample, but slowly enough for $P$ to follow it. To leading order in the temperature change, the coefficients $-1$ and $+8$ survive if $b$ is replaced by*

$$b_S=b+\frac{Ta'^2}{2c_v}, \tag{16}$$

*where $c_v$ is the heat capacity per volume at fixed $P$, and $\chi$ is measured under the same conditions.*

*Proof.* From (1), the entropy density is $-\partial f/\partial T=s_0(T)-\tfrac12a'P^2$. Constant entropy requires $(c_v/T)\,dT=a'P\,dP$. Starting from $P_0$, the temperature change is $\Delta T=Ta'(P^2-P_0^2)/(2c_v)$ to leading order. It adds $a'\Delta T\,P=\delta\,(P^2-P_0^2)P$ to the field, with $\delta=Ta'^2/(2c_v)$. Thus

$$E=(a-\delta P_0^2)P+(b+\delta)P^3 .$$

Above $T_c$, $P_0=0$ and just $b$ changes. Below, $a=-bP_0^2$, so the linear coefficient is $-(b+\delta)P_0^2$. This is the original equation with the same $P_0$ and with $b_S=b+\delta$, so the theorem applies. ∎

With a rough $c_v$ of 2.5 J cm⁻³ K⁻¹, $b$ rises by 1.7 percent above $T_c$ and 1.6 percent below.

Clamping has the same structure. Add the elastic and electrostrictive energies $\tfrac12kx^2-hxP^2$ for one strain $x$, and let $\beta$ be the cubic coefficient at fixed strain. The field gains a term $-2hxP$. At zero stress $x=hP^2/k$, so $b=\beta-2h^2/k$. If the strain is instead held at its zero-field value $hP_0^2/k$, the linear coefficient becomes $a-2h^2P_0^2/k$. Below $T_c$ this equals $-(b+2h^2/k)P_0^2=-\beta P_0^2$. The factors $-1$ and $+8$ survive with $\beta$ in place of $b$.

### Proposition 4: a fifth-power term

*Add $cP^5$ to the equation of state, with $c>0$. The coefficient above $T_c$ remains $-b$. In a stable polarized state,*

$$\frac{\chi_3}{\chi^4}=8b\,\frac{1+6r+10r^2}{1+2r},\qquad r=\frac{cP_0^2}{b}. \tag{17}$$

*Proof.* About $P=0$ the new term does not reach third order. About $P_0\neq0$, the zero-field condition is $a=-bP_0^2-cP_0^4$, and expansion of the fifth power gives

$$A_1=a+3bP_0^2+5cP_0^4=2bP_0^2(1+2r),$$
$$A_2=3bP_0+10cP_0^3=bP_0(3+10r),$$
$$A_3=b+10cP_0^2=b(1+10r).$$

By (13), $\chi_3/\chi^4=b\,[(3+10r)^2/(1+2r)-(1+10r)]$. Over the common denominator the numerator is $9+60r+100r^2-(1+12r+20r^2)=8+48r+80r^2$, which gives (17). ∎

For small $r$ the number 8 becomes $8+32r$. To size $c$, assume that the fifth-power and cubic terms become equal at $P_{\text{sat}}=\sqrt{a'T_c/b}=8.5$ µC/cm², the polarization that the simple law would give if extended to zero temperature. Then $c=b/P_{\text{sat}}^2$, $r=0.022$, and 8 becomes 8.7. Near $T_c$, $r$ is proportional to $T_c-T$, so this correction fades as the transition is approached.

Equation (17) also covers $b<0$, where the model's transition is discontinuous. The numerator $1+6r+10r^2$ has discriminant $36-40<0$ and is positive. Stability requires $A_1=2P_0^2(b+2cP_0^2)>0$, so $b/(1+2r)=b^2/(b+2cP_0^2)$ is positive too. The polarized state then has $\chi_3>0$, and the unpolarized state has $\chi_3=-b\chi^4>0$. Within this model the change of sign across the transition requires $b>0$.

### Remark 5: what is counted as $\chi$

A capacitance measures the soft response together with a linear background $\varepsilon_0\varepsilon_b$, the vacuum included. The background leaves $\chi_3$ alone but raises $\chi$. If it is not subtracted, the apparent coefficient is reduced by the factor $[\chi/(\chi+\varepsilon_0\varepsilon_b)]^4$. For $\varepsilon_b=10$, a chosen round value, the example gives

$$-\left(\frac{1000}{1010}\right)^4=-0.96,\qquad 8\left(\frac{500}{510}\right)^4=7.4 .$$

A uniform depolarizing field produced by the soft polarization $P$ alone preserves the two coefficients but can move the transition far. If $E=E_{\text{ext}}-NP$, then $E_{\text{ext}}=(a+N)P+bP^3$. The theorem holds for the response to $E_{\text{ext}}$, with the transition shifted to $a+N=0$, provided that the sample does not divide into domains. This lowers the transition temperature by $N/a'=\varepsilon_0NC$. In the example $\varepsilon_0N=0.001$ already lowers it by 10 K, and for $\varepsilon_0N\ge0.045$ the model has no uniform polarized phase at any temperature. A linear background adds $\varepsilon_0(\varepsilon_b-1)E$ to the polarization that produces the depolarizing field. Then $E_{\text{ext}}=[1+(\varepsilon_b-1)\varepsilon_0N](aP+bP^3)+NP$, and the coefficients $-1$ and $+8$ hold with $b$ multiplied by the square bracket. For $\varepsilon_b=10$ the limit 0.045 rises to about 0.076.

### Proposition 5: an estimate of fluctuations

*Include Gaussian fluctuations of $P$ to first order, and let $b$ be the value found from $\chi_3=-b\chi^4$ at the same $|a|$ above $T_c$. Below $T_c$ the number 8 becomes*

$$8+w\,(15+8\ln2),\qquad w=\frac{9b\,k_BT}{16\pi\sqrt K\,g^{3/2}}. \tag{18}$$

*Here $\tfrac12g|\nabla P|^2$ is the gradient energy and $K=1/(\varepsilon_0\varepsilon_b)$, with $|a|\ll K$.*

*Proof.* A ripple of wavevector $\mathbf q$ carries bound charge whose field opposes it. With $\mu=q_z/q$, its stiffness is $S=M+gq^2+K\mu^2$, where $M=a+3bP^2$. The modes add $\delta f=\tfrac12k_BT\int\ln S\,d^3q/(2\pi)^3$ to the free energy. Three derivatives with respect to $M$ give

$$\frac{d^3\delta f}{dM^3}=k_BT\int_{-1}^{1}\!d\mu\int_0^\infty\frac{q^2\,dq}{4\pi^2S^3}.$$

Put $B=M+K\mu^2$ and $q=\sqrt{B/g}\,\tan t$. The $q$ integral of $q^2/S^3$ becomes $(gB)^{-3/2}\int_0^{\pi/2}\sin^2t\cos^2t\,dt=\pi/(16g^{3/2}B^{3/2})$. Next, $\int_{-1}^1B^{-3/2}d\mu=2/(M\sqrt{M+K})$, because $\mu/(M\sqrt B)$ has the derivative $B^{-3/2}$. For $M\ll K$,

$$\frac{d^3\delta f}{dM^3}=\frac{k_BT}{32\pi\sqrt K\,g^{3/2}M}=\frac{2u}{M},\qquad u=\frac{w}{36b}.$$

Three integrations give $\delta f=uM^2\ln M$ plus a quadratic polynomial in $M$. That polynomial contains $P^2$ and $P^4$ and merely adjusts $a$ and $b$.

Now measure $P$ in units of $P_0$, $M$ in units of $|a|$ (calling it $m$) and $f$ in units of $bP_0^4$. The added energy is $(w/36)\,h(m)$ with $h=m^2(\ln m-\lambda)$. Above $T_c$, $m=1+3P^2$, and the $P^4$ term of $h$ is $\tfrac92h''(1)=\tfrac92(3-2\lambda)$. The stated definition of $b$ makes it vanish, so $\lambda=\tfrac32$ and $h''=2\ln m$, $h'''=2/m$, $h''''=-2/m^2$.

Below $T_c$, $m=2+6p+3p^2$. At $m=2$ write $L=h''=2\ln2$; also $h'''=1$ and $h''''=-\tfrac12$. The Taylor series of $h$ has the coefficients

$$p^2:\ 3h'+18L,\qquad p^3:\ 18L+36,\qquad p^4:\ \tfrac92L+54-27 .$$

Differentiation with respect to $p$ multiplies them by 2, 3 and 4. Keeping the minimum at $P=1$ shifts $a$ by $-6h'$, which cancels $h'$ in $A_1$. In units of $w/36$,

$$\delta A_1=36L,\qquad \delta A_2=54L+108,\qquad \delta A_3=18L+108 .$$

The unperturbed values are $A_1=2$, $A_2=3$, $A_3=1$. The change of (13) is $6\,\delta A_2-\tfrac92\,\delta A_1-\delta A_3=144L+540$. Multiplied by $w/36$, this is $w(4L+15)=w(15+8\ln2)$. ∎

The gradient coefficient is written as $g=\xi_0^2a'T_c$, with $\xi_0$ a length of atomic scale. For $T=T_c$, $\varepsilon_b=10$ and $\xi_0=0.5$ nm, (18) gives $w=0.16$ and turns 8 into 11.3. For $\xi_0=1$ nm, $w$ is eight times smaller and the result is 8.4. The first shift is too large for a first-order formula to be trusted. The same fluctuations lower $b$ itself, to first order by a fraction of about $w\ln(4K/|a|)$, so $b$ varies logarithmically with $|a|$. With $K/|a|=100$ this fraction is near 0.97 for $\xi_0=0.5$ nm (about 0.7 with a wavevector cutoff of lattice scale) and near 0.1 for $\xi_0=1$ nm. The value 11.3 therefore indicates an order of magnitude only. It shows that fluctuations can be the largest of the intrinsic corrections sized here.

### The model beside a real crystal

The parameters are rough values in the regime of lead germanate, a uniaxial ferroelectric with a continuous transition near 450 K, a Curie constant of order $10^4$ K and a room-temperature polarization of a few µC/cm². The uniaxial character matters, since the model has one polarization component. The values of $c$, $\varepsilon_b$ and $\xi_0$ are assumptions made for sizing, and the results are not measurements on the crystal.

One assumption that is easily broken in a real sample is that of fixed domains. Nucleation and wall motion can reverse polarization well below $E_c$. If the whole sample switched as a square wave of amplitude $P_0$, its third harmonic would have the magnitude $4P_0/(3\pi)$, about 540 nC/cm². The intrinsic signal at 1 kV/cm is 0.055 nC/cm². Switching of one part in ten thousand of the volume would therefore match it. Leakage currents and electrode layers with a nonlinear response are further sources of third harmonic outside the model. A measured $\chi_3/\chi^4$ below $T_c$ can be read as $8b$ only when such contributions are excluded, the background is subtracted and the corrections above are small.

All numerical values are calculated from the stated model.
